Third-Order Birch–Murnaghan Equation of State from Eulerian Finite Strain

## I. The equation of state and the meaning of its coefficients

### Result and assumptions

Let E(V) be the energy per atom of a solid at volume V per atom, and let V0 be the volume at which the pressure vanishes. Define the strain variable

f = ½[(V0/V)^(2/3) − 1],  (1)

which is positive in compression. If the energy is a third-order polynomial in f, then

E = E0 + (9/2) B0 V0 f² [1 + (B0' − 4) f],  (2)

P = 3 B0 f (1 + 2f)^(5/2) [1 + (3/2)(B0' − 4) f].  (3)

Here P = −dE/dV is the pressure, B = −V dP/dV is the bulk modulus, and B' = dB/dP is its pressure derivative. The subscript 0 means that a quantity is taken at V = V0. Equation (3), or equivalently (2), is the third-order Birch–Murnaghan equation of state.

Two assumptions enter. The first is that volume alone fixes the energy. This holds under hydrostatic load if, at each volume, the shape of the cell and the positions of the atoms inside it are either fixed by symmetry or relaxed to their lowest energy. The crystal must also stay in one structure, so that E(V) is smooth. The second assumption is the truncation after f³. It is an approximation, not a law of nature, and its error is worked out below. The relations between the polynomial coefficients and B0, B0' do not depend on the truncation, because terms in f⁴ and higher have no second or third derivative at f = 0.

The energy is taken for nuclei at rest. At a temperature T the same algebra applies to the Helmholtz free energy F(V,T) along an isotherm, with P = −(∂F/∂V) at fixed T. The resulting B0 and B0' are then isothermal quantities at that temperature.

### The strain

Under hydrostatic load a cubic crystal is scaled uniformly. A material point at X in the uncompressed crystal moves to x = λX, with

λ = (V/V0)^(1/3).  (4)

A small line element dX becomes dx = λ dX. The change of its squared length, referred to the deformed element, defines the Eulerian strain e:

|dx|² − |dX|² = (1 − λ⁻²)|dx|² = 2e|dx|².  (5)

Hence

e = ½(1 − λ⁻²) = ½[1 − (V0/V)^(2/3)] = −f.  (6)

So f is the Eulerian strain with its sign reversed, which makes compression positive. For crystals of lower symmetry, whose shape may change with pressure, f remains a useful function of volume, but it is then no longer the whole strain tensor.

Equation (1) can be solved for the volume:

(V0/V)^(2/3) = 1 + 2f,  V = V0 (1 + 2f)^(−3/2).  (7)

The derivative of f is needed repeatedly. From (1),

df/dV = ½ · (−2/3) V0^(2/3) V^(−5/3) = −(1/(3V0)) (V0/V)^(5/3).

By (7), (V0/V)^(5/3) = (1 + 2f)^(5/2), so that

df/dV = −(1 + 2f)^(5/2)/(3V0).  (8)

Multiplying instead by −V gives

−V df/dV = (1/3)(V0/V)^(2/3) = (1 + 2f)/3.  (9)

### From the polynomial to the pressure

The general third-order polynomial is E = E0 + a1 f + a f² + b f³. By the chain rule, P = −(dE/df)(df/dV). At f = 0 this gives, with (8), P = a1/(3V0). Since V0 was defined by P = 0, the linear coefficient a1 vanishes. Therefore

E = E0 + a f² + b f³.  (10)

Differentiating and using (8),

P = (1 + 2f)^(5/2) (2a f + 3b f²)/(3V0).  (11)

The minus sign in P = −dE/dV and the minus sign in (8) cancel, so a positive a gives a positive pressure in compression. With the abbreviation

c = 3b/(2a),  (12)

equation (11) becomes

P = (2a/(3V0)) (1 + 2f)^(5/2) (f + c f²).  (13)

### The bulk modulus fixes a

Since B = −V dP/dV = −V (df/dV)(dP/df), equation (9) gives

B = [(1 + 2f)/3] dP/df.  (14)

The product rule applied to (13) yields

dP/df = (2a/(3V0)) [5(1 + 2f)^(3/2)(f + c f²) + (1 + 2f)^(5/2)(1 + 2c f)].

The factor 5 is the product of the exponent 5/2 and the inner derivative 2. Taking out (1 + 2f)^(3/2) leaves the bracket

5f + 5c f² + (1 + 2f)(1 + 2c f)
= 5f + 5c f² + 1 + 2c f + 2f + 4c f²
= 1 + (7 + 2c) f + 9c f².  (15)

Insertion into (14) gives

B = (2a/(9V0)) (1 + 2f)^(5/2) [1 + (7 + 2c) f + 9c f²].  (16)

At f = 0 the left side is B0, so

B0 = 2a/(9V0),  a = (9/2) B0 V0.  (17)

The same value follows from elementary elasticity. For a small volume change ΔV, equation (1) gives f ≈ −ΔV/(3V0), and then a f² ≈ ½ B0 (ΔV)²/V0. This is the work done against a pressure that grows linearly with compression. The 9 in (17) compensates the square of the 3 that relates f to relative volume.

### The pressure derivative fixes b

Both B and P are functions of f, so B' = (dB/df)/(dP/df). With (17), equation (16) reads B = B0 (1 + 2f)^(5/2)[1 + (7 + 2c)f + 9c f²]. Its derivative at f = 0 has two parts, 5 from the power and 7 + 2c from the bracket:

(dB/df)₀ = B0 (12 + 2c).  (18)

Equation (14) at f = 0 gives (dP/df)₀ = 3B0. The ratio is

B0' = 4 + (2/3) c = 4 + b/a,  (19)

where (12) was used in the last step. Hence

b = a (B0' − 4),  c = (3/2)(B0' − 4).  (20)

Putting (17) and (20) into (10) gives (2), and putting them into (13) gives (3), since 2a/(3V0) = 3B0. The bulk modulus at finite compression is

B = B0 (1 + 2f)^(5/2) [1 + (7 + 2c) f + 9c f²].  (21)

The coefficients thus have a direct meaning. The quadratic one measures stiffness at zero pressure. The ratio of the cubic to the quadratic one measures by how much the stiffening rate B0' differs from 4.

### The same equation in terms of volume

Write q = (V0/V)^(2/3), so that f = (q − 1)/2. Equation (2) becomes

E − E0 = (9/8) B0 V0 (q − 1)² [1 + ½(B0' − 4)(q − 1)]
= (9/16) B0 V0 (q − 1)² [2 + B0'(q − 1) − 4q + 4]
= (9/16) B0 V0 [B0'(q − 1)³ + (q − 1)²(6 − 4q)].  (22)

For the pressure, (1 + 2f)^(5/2) = q^(5/2) = (V0/V)^(5/3), and the extra factor q in the product (q − 1) q^(5/2) raises one exponent to 7/3:

P = (3/2) B0 [(V0/V)^(7/3) − (V0/V)^(5/3)] {1 + (3/4)(B0' − 4)[(V0/V)^(2/3) − 1]}.  (23)

### Why the Eulerian strain is a good variable

Any smooth function of volume that vanishes at V0 with nonzero slope could serve as an expansion variable. To compare several of them, consider the family

f_n = (1/n)[(V0/V)^(n/3) − 1].  (24)

The case n = 2 is f. The case n = −2 is minus the Lagrangian strain, which refers the change of squared length to the undeformed element and equals ½(λ² − 1). The case n = −3 is (1 − V/V0)/3, an expansion in volume itself. All members reduce to −ΔV/(3V0) for small volume change.

The comparison is simplest through the logarithmic compression u = ln(V0/V), for which dV = −V du. Then B = −V dP/dV = dP/du. Further,

dB/du = B' dP/du = B' B,
d²B/du² = B'' B² + B'² B,  (25)

where B'' = d²B/dP², and the first term arises because dB'/du = B'' B. A Taylor expansion of P about u = 0 therefore reads

P = B0 [u + ½ B0' u² + (1/6)(B0'² + B0 B0'') u³ + …].  (26)

The energy obeys dE/du = −V dE/dV = V P = V0 e^(−u) P. With e^(−u) = 1 − u + ½u² − …, the coefficients of u² and u³ in dE/du, divided by B0V0, are ½B0' − 1 and (1/6)(B0'² + B0B0'') − ½B0' + ½. Integration gives

(E − E0)/(B0V0) = ½u² + e3 u³ + e4 u⁴ + …,  (27)

e3 = (B0' − 2)/6,
e4 = (B0'² + B0B0'' − 3B0' + 3)/24.  (28)

No equation of state has been assumed here; these are identities for a smooth E(V).

Now change from u to f_n. Equation (24) says 1 + n f_n = e^(nu/3), so u = (3/n) ln(1 + n f_n). Dropping the index n on f_n for the moment,

u = 3f − (3/2)n f² + n² f³ − …,
u² = 9f² − 9n f³ + (33/4)n² f⁴ + …,
u³ = 27f³ − (81/2)n f⁴ + …,
u⁴ = 81f⁴ + ….  (29)

In u², the quartic coefficient is the sum of (3n/2)² = (9/4)n² and 2·3·n² = 6n². Inserting (29) in (27) and taking out the factor 9/2 gives

E = E0 + (9/2) B0V0 f_n² [1 + k_n f_n + d_n f_n² + …],  (30)

k_n = (2/9)(−(9/2)n + 27e3) = B0' − (n + 2),  (31)

d_n = (2/9)((33/8)n² − (81/2)n e3 + 81e4) = (11/12)n² − 9n e3 + 18e4.  (32)

For n = 2, equation (31) returns B0' − 4, an independent derivation of the coefficient in (2). It also shows what a purely quadratic energy implies: with k_n = 0, one must have B0' = n + 2. A quadratic energy in Eulerian strain gives B0' = 4, in Lagrangian strain 0, and in volume −1. A solid that stiffens under pressure with B0' near 4 is therefore described by the quadratic Eulerian term with a small cubic correction, whereas the other two variables need much larger cubic coefficients, k_n = B0' and B0' + 1. The further B0' lies from 4, the larger the cubic correction becomes in the Eulerian strain too.

### The price of the truncation

Set n = 2 in (32), write d for d_2, and insert (28):

d = 11/3 − 3(B0' − 2) + (3/4)(B0'² + B0B0'' − 3B0' + 3).

The constants add to 11/3 + 6 + 9/4 = 143/12, and the terms linear in B0' add to −(21/4)B0'. Hence

d = (3/4)[B0B0'' + B0'² − 7B0' + 143/9]
= (3/4)[B0B0'' + (B0' − 4)(B0' − 3) + 35/9].  (33)

The third-order equation sets d = 0. It thereby prescribes the second pressure derivative,

B0B0'' = −(B0' − 4)(B0' − 3) − 35/9,  (34)

whether or not the solid agrees. If the true energy contains a quartic term, (2a f + 3b f²) in (11) gains 4a d f³, so f + c f² in (13) gains 2d f³. To leading order in f,

P(true)/P(third order) − 1 ≈ 2d f²,  (35)

with B0, B0' and V0 held the same on both sides.

The polynomial also fails far from V0. For B0' < 4 the last bracket in (3) reaches zero at f = 2/[3(4 − B0')], and beyond that compression the pressure is negative, which is unphysical. For infinite expansion, q → 0 in (22), and the energy tends to

E(∞) − E0 = (9/16) B0V0 (6 − B0').  (36)

This number is fixed by the curvature and asymmetry of the well at V0. Nothing in the derivation ties it to the energy of separated atoms.

## II. From computed energies to V0, B0 and B0'

### Symbols and results carried over

The strain is f = ½[(V0/V)^(2/3) − 1]. The energy is E = E0 + a f² + b f³, with a = (9/2)B0V0 and b = a(B0' − 4), and c = (3/2)(B0' − 4). Equation (3) gives the pressure and (21) the bulk modulus. For the family of strains f_n in (24), d_n is the relative quartic coefficient (32), and d = d_2. The logarithmic compression is u = ln(V0/V).

### A fit that is linear in its unknowns

An electronic-structure calculation gives energies at chosen volumes, while V0 is not yet known. Equation (2) is nonlinear in V0, but a nonlinear fit can be avoided. Choose any reference volume Vr and define

x = (Vr/V)^(2/3),  x0 = (Vr/V0)^(2/3).  (37)

Then x/x0 = (V0/V)^(2/3) = 1 + 2f, or

x − x0 = 2x0 f.  (38)

Since x and f are related linearly, a cubic in f is also a cubic in x:

E = c0 + c1 x + c2 x² + c3 x³.  (39)

The four coefficients follow from linear least squares. The minimum satisfies c1 + 2c2 x + 3c3 x² = 0, whose roots are

x = (−c2 ± s)/(3c3),  s = √(c2² − 3c1c3).  (40)

The second derivative, 2c2 + 6c3 x, equals ±2s at these roots. The upper sign thus belongs to the minimum. Multiplying numerator and denominator by s + c2, and using s² − c2² = −3c1c3, gives a form that remains usable when c3 is small and c2 is positive:

x0 = (s − c2)/(3c3) = −c1/(c2 + s).  (41)

About the minimum, half the second derivative is s and one sixth of the third is c3. Equation (38) then gives

E = E(x0) + s(x − x0)² + c3(x − x0)³
= E(x0) + 4x0² s f² + 8x0³ c3 f³.  (42)

Comparison with (10) yields a = 4x0² s and b = 8x0³ c3. With (17), (19) and (37),

V0 = Vr x0^(−3/2),
B0 = 8x0² s/(9V0),
B0' = 4 + 2x0 c3/s.  (43)

The result is meaningful if c2² − 3c1c3 > 0 and if V0 lies among the sampled volumes. The fitted cubic is a surrogate for the calculation: within its range it replaces further energy calculations, and its derivatives supply pressure and stiffness.

### Reference energies with known parameters

To see the errors of the method, one needs energies whose V0, B0 and B0' are known but which are not a cubic in f. The Vinet energy function serves. With y = (V/V0)^(1/3), t = 1 − y and ξ = (3/2)(B0' − 1), it is

E − E0 = (9B0V0/ξ²)[1 − (1 − ξt)e^(ξt)].  (44)

Differentiation gives dE/dt = 9B0V0 t e^(ξt). Since V = V0y³, dV/dt = −3V0y², and

P = 3B0 t y⁻² e^(ξt).  (45)

The second pressure derivative of the bulk modulus is needed for d. From B = −V dP/dV = (y/3)dP/dt,

B/B0 = e^(ξt)[y⁻¹ + t(2y⁻² + ξy⁻¹)]
= e^(ξt)[1 + (3 + ξ)t + (5 + ξ)t² + …].  (46)

Also B' = (dB/dt)/(dP/dt) = (y/3) d(ln B)/dt. Expanding the logarithm of (46),

B' = [(1 − t)/3]{3 + 2ξ + [10 + 2ξ − (3 + ξ)²]t + …}.  (47)

At t = 0 this gives B0' = 1 + 2ξ/3, which confirms the definition of ξ. The coefficient of t is −(ξ² + 6ξ + 2)/3. Division by (dP/dt)₀ = 3B0 gives

B0B0'' = −(ξ² + 6ξ + 2)/9.  (48)

The parameters are round values in the regime of silicon: V0 = 20 Å3 per atom, B0 = 100 GPa and B0' = 4.2. With 1 eV/Å3 = 160.2177 GPa, B0V0 = 12.483 eV. The energies below are model energies, not a first-principles calculation.

### The fit, step by step

Nine equally spaced volumes from 18.8 to 21.2 Å3 span ±6 % about V0. The energies above the minimum are 24.996, 13.684, 5.921, 1.442, 0, 1.369, 5.336, 11.707 and 20.298 meV per atom, in order of increasing volume. At equal volume change, compression costs more than expansion, as the positive cubic coefficient k_n = B0' + 1 of the expansion in volume, (31) with n = −3, requires.

With Vr = 21 Å3, least squares gives, in eV,

c1 = −23.180928,  c2 = 9.287620,  c3 = 1.246729.

Equations (40) and (41) give

s = √(86.2599 + 86.7010) = 13.1515 eV,
x0 = 23.180928/(9.287620 + 13.151459) = 1.03306.

From these, a = 4x0² s = 56.142 eV and b = 8x0³c3 = 10.996 eV. The parameters are

V0 = 21 × 1.03306^(−3/2) = 20.000 Å3,
B0 = 2 × 56.142/(9 × 20.000) = 0.6238 eV/Å3 = 99.94 GPa,
B0' = 4 + 10.996/56.142 = 4.196.

The fit differs from the input energies by less than 2 μeV at each of the nine points, yet B0 is low by 0.057 GPa and B0' by 0.004. A small residual does not by itself show that the derivatives are equally accurate.

The surrogate can now be tested just outside its window, at V = 18.4 Å3, where the reference pressure is known. There f = 0.02858 and (1 + 2f)^(5/2) = 1.1491. The quadratic energy is 45.86 meV and the cubic one 0.26 meV. The pressure is

P = 3 × 99.943 × 0.028581 × 1.1491 × 1.0084 = 9.93 GPa.

Setting B0' = 4 with the other fitted parameters held fixed would give 9.85 GPa. The reference (45) gives 9.916 GPa, so the extrapolated pressure is high by 0.14 %. The bulk modulus has risen to 140 GPa by (21), which shows how poor a constant modulus would be at this compression.

### The truncation error explained

For the reference, ξ = 4.8 and (48) gives B0B0'' = −5.982. The third-order form prescribes −4.129 by (34). Hence

d = (3/4)(−5.982 + 4.129) = −1.390.

At 18.4 Å3, equation (35) predicts that the reference pressure lies 0.227 % below the third-order pressure with the same V0, B0 and B0'. The actual difference is 0.213 %. The fitted curve does better, 0.14 %, because its slightly low B0 and B0' offset part of the missing quartic term.

The bias of the fitted B0 can be derived too. To leading order the nine volumes are equally spaced in strain, f = jh with j = −4, …, 4, and the window half-width is w = 4h = 0.06/3 = 0.02. A cubic fit must imitate the missing term a d f⁴. As this term is even in j, its least-squares image is a constant plus a multiple of j². With Σj² = 60, Σj⁴ = 708 and Σj⁶ = 9780, the multiple is

(9780 − 60 × 708/9)/(708 − 60²/9) = 5060/308 = 16.43.

Thus f⁴ is replaced by a constant plus 16.43 h² f² = 1.027 w² f², and

δB0/B0 ≈ 1.027 d w².  (49)

For d = −1.390 this gives −0.057 GPa, in agreement with the fit. The quadratic dependence on w appears in the numbers as well: windows of ±3, ±6 and ±12 % give errors in B0 of −0.014, −0.057 and −0.225 GPa.

The same formula, with d_n in place of d, explains the effect of the expansion variable. Here e3 = 0.3667 and 18e4 = 1.543, so (32) gives d_n = 11.8 for Lagrangian strain and 19.7 for volume. Equation (49) predicts errors of 0.49 and 0.81 GPa. Cubic fits to the same nine energies give 0.49 and 0.81 GPa. Of these three variables, the Eulerian strain gives the best B0 for this reference because its quartic coefficient is the smallest in size. It is not the best member of the whole family: for n = 3, (32) gives d_n = 8.25 − 9.90 + 1.54 = −0.11, and (49) then predicts an error of only −0.004 GPa. Which n is best depends on B0' and B0B0''.

### Scatter of the energies

Computed energies can also scatter from one volume to the next. Let each energy carry an independent error of rms size σ; errors that vary smoothly with volume are not covered by this model. In the same equally spaced approximation, the variance of a fitted coefficient is σ² divided by the sum of squares of that part of its basis function which the other basis functions cannot represent. For j² this sum is 308, as above. For j³ one subtracts (708/60)j, and the sum is 9780 − 708²/60 = 1425.6. Therefore

δa = σ/(√308 h²),  δb = σ/(√1425.6 h³).  (50)

With σ = 0.01 meV and h = 0.005, these are 0.023 eV and 2.12 eV. Divided by a = 56.1 eV, they give rms errors of 0.041 GPa in B0 and 0.038 in B0'. Propagation through the full fit gives 0.041 GPa and 0.038.

The two error sources pull in opposite directions. Scatter in B0' falls as w⁻³ at a fixed number of points. The truncation bias in B0' is not covered by (49), but in the fits it also grows as w², with sizes 0.001, 0.004 and 0.017 at ±3, ±6 and ±12 %. At ±6 % the scatter of 0.038 exceeds the bias of 0.004. At ±12 % the scaling in (50) would reduce the former to about 0.005, while the bias is 0.017. The best window for this solid and this scatter thus lies between the two if B0' is the aim. Scatter of 0.1 meV would, by linear scaling, give an error near 0.4 in B0' at ±6 %, which makes the difference between 4.2 and 4 invisible.

### Vibrations and free energy

At temperature T, the vibrational free energy Fvib must be added to E before the fit. A Debye model estimates its size. With Boltzmann's constant k and Debye temperature Θ,

Fvib = (9/8)kΘ + kT[3 ln(1 − e^(−Θ/T)) − D(Θ/T)],
D(z) = (3/z³)∫₀^z r³/(e^r − 1) dr.  (51)

Let Θ be proportional to V^(−γ), with a constant Grüneisen parameter γ. Equation (51) has the form Fvib = Tφ(Θ/T). The vibrational energy is Evib = Fvib − T ∂Fvib/∂T = Θφ', and −∂Fvib/∂V = −φ' dΘ/dV = γΘφ'/V. Hence

Pvib = γEvib/V.  (52)

Take Θ = 640 K and γ = 0.5, rough values for silicon; this γ is of the size that describes its thermal expansion near room temperature. At T = 0, Evib = (9/8)kΘ = 0.062 eV and Pvib = 0.25 GPa. This pressure expands the crystal by about Pvib/B0 = 0.25 %, and the cubic fitted to the free energy gives V0 = 20.050 Å3.

The modulus falls. At the new equilibrium the static pressure is −Pvib, so the static modulus is B0 − B0'Pvib. At T = 0, Pvib varies as V^(−γ−1), which contributes (1 + γ)Pvib. The change is

ΔB0 ≈ −(B0' − 1 − γ)Pvib = −2.7 × 0.25 GPa ≈ −0.67 GPa,  (53)

and the fits give 99.94 GPa without and 99.27 GPa with zero-point motion. At 300 K the fit yields 20.076 Å3 and 98.80 GPa, and at 400 K, within the range of chip operation, 20.094 Å3 and 98.51 GPa. In this model the vibrations shift B0 by about 12 times the truncation bias at T = 0 and about 25 times at 400 K.

### Silicon, and the limits of the model

Silicon in the diamond structure has a volume near 20 Å3 per atom, a bulk modulus near 100 GPa and B0' near 4, so the chosen parameters are typical. A single Grüneisen parameter does not describe its vibrations. The transverse acoustic modes near the zone boundary have negative values and the optical modes values near or above 1. The thermal average therefore depends strongly on temperature and is negative at low temperature, which the model cannot show. The zero-point pressure weights the modes by frequency and calls for a value above 0.5; since Pvib is proportional to γ by (52), a value of 1 would double the zero-point expansion to 0.5 %. The vibrational shifts above are sizes, not predictions. In a first-principles study, the choice of exchange-correlation functional can move B0 by several per cent, far more than the truncation bias at ±6 %.

At roughly 11 GPa silicon leaves the diamond structure. The fitted curve reaches this pressure at V/V0 = 0.913. Energies of the diamond structure may still be computed at smaller volumes, but they then no longer describe the stable phase, which needs a separate E(V).

Silicon in devices also breaks the assumption of hydrostatic load. In a cubic crystal to linear order, the relative volume change is the trace of the stress divided by 3B0. A biaxial tension of 1 GPa has trace 2 GPa and expands the crystal by 0.67 %, against 1 % for hydrostatic tension of the same magnitude. The accompanying change of shape costs energy that E(V) does not contain; it requires the shear elastic constants.

Finally, the polynomial should not be used as a binding curve. For the input parameters, (36) gives a well depth of (9/16) × 12.483 × 1.8 = 12.6 eV per atom. The Vinet form (44), with the same V0, B0 and B0', tends to 9B0V0/ξ² = 4.9 eV at infinite volume. Over the fitted window the two curves differ only by about (9/2)B0V0 d f⁴, which stays below 0.02 meV in size, yet their well depths differ by more than a factor of two. The fit determines the well near its minimum, and its use should stay there. The numerical output below lists the results of the fits.

Calculated quantities

```
Input V0 20.0 A3/atom, B0 100.0 GPa, B0' 4.2
1 eV/A3 = 160.2177 GPa; B0*V0 = 12.4830 eV
Reference volume of fit Vr = 21.0 A3
V 18.80 A3: E-E0 24.9959 meV, fit-E 1.101 ueV
V 19.10 A3: E-E0 13.6839 meV, fit-E -1.843 ueV
V 19.40 A3: E-E0 5.9209 meV, fit-E -0.739 ueV
V 19.70 A3: E-E0 1.4416 meV, fit-E 0.954 ueV
V 20.00 A3: E-E0 0.0000 meV, fit-E 1.492 ueV
V 20.30 A3: E-E0 1.3685 meV, fit-E 0.544 ueV
V 20.60 A3: E-E0 5.3360 meV, fit-E -1.085 ueV
V 20.90 A3: E-E0 11.7065 meV, fit-E -1.668 ueV
V 21.20 A3: E-E0 20.2985 meV, fit-E 1.245 ueV
c0, c1, c2, c3 (eV): 12.660911, -23.180928, 9.287620, 1.246729
x0 = 1.0330606, s = 13.151459 eV
Fitted V0 = 20.00003 A3
Fitted B0 = 99.9431 GPa
Fitted B0' = 4.1959
Strain coefficients a = 56.1417 eV, b = 10.9961 eV
At V = 18.4 A3: f = 0.028581
  a f^2 = 45.8618 meV, b f^3 = 0.2567 meV
  P third order = 9.9299 GPa, with B0'=4 = 9.8472 GPa
  P of the Vinet reference = 9.9159 GPa
  B third order = 139.997 GPa
B0*B0'': reference -5.9822, third order -4.1289
Fourth-order coefficient d = -1.3900
Reference/third-order P - 1 at 18.4 A3, input parameters:
  actual -0.2131 %, estimate 2 d f^2 -0.2271 %
Cubic in Eulerian: B0 error -0.0569 GPa; quadratic alone implies B0' = 4
Cubic in Lagrangian: B0 error 0.4881 GPa; quadratic alone implies B0' = 0
Cubic in volume: B0 error 0.8143 GPa; quadratic alone implies B0' = -1
Window +-3 %: B0 error -0.0143 GPa, B0' error -0.0010
Window +-6 %: B0 error -0.0569 GPa, B0' error -0.0041
Window +-12 %: B0 error -0.2252 GPa, B0' error -0.0165
Energy scatter 0.01 meV rms gives rms errors:
  V0 0.00036 A3, B0 0.0412 GPa, B0' 0.0375
Debye temperature 640 K, Grueneisen parameter 0.5
T 0 K: vib. pressure 0.2485 GPa, V0 20.0499 A3, B0 99.274 GPa, B0' 4.196
T 300 K: vib. pressure 0.3778 GPa, V0 20.0760 A3, B0 98.801 GPa, B0' 4.199
T 400 K: vib. pressure 0.4657 GPa, V0 20.0939 A3, B0 98.507 GPa, B0' 4.200
Rough transition pressure 11 GPa reached at V = 18.262 A3, V/V0 = 0.9131
```
